# Orbital Rotations, the Unitary Group and the Commutator Form of the Gradient: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test, for n spatial orbitals with spin s = alpha, beta:
    E_pq = sum_s a+_ps a_qs,
    [E_pq, E_rs] = delta_qr E_ps - delta_ps E_rq,
    exp(-K) a+_ps exp(K) = sum_q a+_qs [exp(-kappa)]_qp,
    first-order energy change at kappa = 0: sum_pq kappa_pq <[E_pq, H]>,
where kappa is an anti-Hermitian n x n matrix, K = sum_pq kappa_pq E_pq,
and the rotated state is exp(-K)|0>.
All operators are explicit matrices in the full Fock space of n = 4 orbitals.
h, g: one- and two-electron integrals, g[p,q,r,s] = (pq|rs).
G[p,q] = <[E_pq, H]>.  Worked example: H2 in the 6-31G basis.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, eigh
from scipy.optimize import brentq
from scipy.sparse.linalg import expm_multiply
from pyscf import gto, scf, fci

n = 4
modes = 2 * n
dim = 2 ** modes
one_n = np.eye(n)
rng = np.random.default_rng(7)

# ---------- Fock-space matrices (Jordan-Wigner construction) ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(k):
    factors = [parity] * k + [lower] + [np.eye(2)] * (modes - k - 1)
    return reduce(np.kron, factors)


ann = [[annihilator(2 * p + s) for s in range(2)] for p in range(n)]
cre = [[ann[p][s].T.copy() for s in range(2)] for p in range(n)]
E = np.zeros((n, n, dim, dim))
for p in range(n):
    for q in range(n):
        E[p, q] = cre[p][0] @ ann[q][0] + cre[p][1] @ ann[q][1]
vacuum = np.zeros(dim)
vacuum[0] = 1.0


def hat(matrix):
    """Fock-space operator sum_pq matrix_pq E_pq."""
    return np.tensordot(matrix, E, axes=2)


def comm(a, b):
    return a @ b - b @ a


def hamiltonian(h, g):
    H = hat(h)
    for p in range(n):
        for q in range(n):
            H = H + 0.5 * E[p, q] @ hat(g[p, q])
    return H - 0.5 * hat(np.einsum('pqqs->ps', g))


def commutator_gradient(psi, H):
    """G_pq = <psi|[E_pq, H]|psi> from the operator matrices."""
    Hpsi = H @ psi
    G = np.zeros((n, n), dtype=complex)
    for p in range(n):
        for q in range(n):
            G[p, q] = (np.vdot(E[q, p] @ psi, Hpsi)
                       - np.vdot(Hpsi, E[p, q] @ psi))
    return G


def rotated_energy(K, psi, H):
    v = expm_multiply(-K, psi)
    return np.vdot(v, H @ v).real


def random_antihermitian(scale):
    A = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return scale * (A - A.conj().T)


# ---------- commutation rules ----------
err_comm = 0.0
for p in range(n):
    for q in range(n):
        for r in range(n):
            for s in range(n):
                target = (q == r) * E[p, s] - (p == s) * E[r, q]
                dev = np.abs(comm(E[p, q], E[r, s]) - target).max()
                err_comm = max(err_comm, dev)
assert err_comm < 1e-12

spin_plus = sum(cre[p][0] @ ann[p][1] for p in range(n))
spin_z = 0.5 * sum(cre[p][0] @ ann[p][0] - cre[p][1] @ ann[p][1]
                   for p in range(n))
for p in range(n):
    for q in range(n):
        assert np.abs(comm(E[p, q], spin_plus)).max() < 1e-12
        assert np.abs(comm(E[p, q], spin_z)).max() < 1e-12
        assert np.abs(E[p, q].T - E[q, p]).max() < 1e-12
        for r in range(n):
            up = comm(E[p, q], cre[r][0]) - (q == r) * cre[p][0]
            down = comm(E[p, q], ann[r][0]) + (p == r) * ann[q][0]
            assert max(np.abs(up).max(), np.abs(down).max()) < 1e-12

kappa = random_antihermitian(0.2)
eta = random_antihermitian(0.2)
K, eta_hat = hat(kappa), hat(eta)
assert np.abs(comm(K, eta_hat) - hat(comm(kappa, eta))).max() < 1e-11

# ---------- transformation of creation operators and determinants ----------
big = expm(-K)
big_inverse = expm(K)
small = expm(-kappa)
err_transform = 0.0
rotated_cre = [[None, None] for _ in range(n)]
for p in range(n):
    for s in range(2):
        rotated_cre[p][s] = sum(cre[q][s] * small[q, p] for q in range(n))
        dev = np.abs(big @ cre[p][s] @ big_inverse - rotated_cre[p][s]).max()
        err_transform = max(err_transform, dev)
assert err_transform < 1e-10


def closed_shell(creators, pairs):
    v = vacuum.astype(complex)
    for p in reversed(range(pairs)):
        v = creators[p][0] @ (creators[p][1] @ v)
    return v


det = closed_shell(cre, 2)
assert np.abs(big @ det - closed_shell(rotated_cre, 2)).max() < 1e-10

# ---------- gradient for a random complex Hamiltonian and state ----------
A = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
h_rand = 0.5 * (A + A.conj().T)
g_rand = np.zeros((n, n, n, n), dtype=complex)
for _ in range(3):
    B = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    L = 0.25 * (B + B.conj().T)
    g_rand += np.einsum('pq,rs->pqrs', L, L)
H_rand = hamiltonian(h_rand, g_rand)
assert np.abs(H_rand - H_rand.conj().T).max() < 1e-11

electron_number = np.rint(np.diag(hat(one_n))).astype(int)
psi = rng.normal(size=dim) + 1j * rng.normal(size=dim)
psi[electron_number != 4] = 0.0
psi /= np.linalg.norm(psi)
G = commutator_gradient(psi, H_rand)
assert np.abs(G + G.conj().T).max() < 1e-11

step = 1e-4


def slope(direction, state, H):
    plus = rotated_energy(step * direction, state, H)
    minus = rotated_energy(-step * direction, state, H)
    return (plus - minus) / (2 * step)


err_grad = 0.0
for p in range(n):
    dev = slope(1j * E[p, p], psi, H_rand) - (1j * G[p, p]).real
    err_grad = max(err_grad, abs(dev))
    for q in range(p):
        dev_re = slope(E[p, q] - E[q, p], psi, H_rand) - 2 * G[p, q].real
        dev_im = (slope(1j * (E[p, q] + E[q, p]), psi, H_rand)
                  + 2 * G[p, q].imag)
        err_grad = max(err_grad, abs(dev_re), abs(dev_im))
# central differences: truncation error of order step**2 times third derivative
assert err_grad < 1e-5

# generalized Fock matrix from one- and two-particle density matrices
Epsi = E @ psi
D1 = np.einsum('i,pqi->pq', psi.conj(), Epsi)
D2 = (np.einsum('rpi,sti->prst', Epsi.conj(), Epsi)
      - np.einsum('rs,pt->prst', one_n, D1))
F = (np.einsum('qr,pr->pq', h_rand, D1)
     + np.einsum('qrst,prst->pq', g_rand, D2))
F_direct = np.zeros((n, n), dtype=complex)
for q in range(n):
    for s in range(2):
        w = ann[q][s] @ (H_rand @ psi) - H_rand @ (ann[q][s] @ psi)
        for p in range(n):
            F_direct[p, q] += np.vdot(ann[p][s] @ psi, w)
assert np.abs(F - F_direct).max() < 1e-10
assert np.abs(G - (F - F.conj().T)).max() < 1e-10

# nested-commutator series for the energy at finite kappa
term = H_rand.copy()
series = H_rand.copy()
for k in range(1, 41):
    term = comm(K, term) / k
    series = series + term
E_series = np.vdot(psi, series @ psi).real
assert abs(E_series - rotated_energy(K, psi, H_rand)) < 1e-9

# derivative at finite kappa along eta: corrected and uncorrected direction
slope_fd = (rotated_energy(K + step * eta_hat, psi, H_rand)
            - rotated_energy(K - step * eta_hat, psi, H_rand)) / (2 * step)
J = eta.copy()
term = eta.copy()
for k in range(1, 41):
    term = -comm(kappa, term) / (k + 1)
    J = J + term
G_at_kappa = commutator_gradient(expm_multiply(-K, psi), H_rand)
slope_corrected = np.sum(J * G_at_kappa).real
slope_plain = np.sum(eta * G_at_kappa).real
assert abs(slope_fd - slope_corrected) < 1e-5
assert abs(slope_fd - slope_plain) > 1e-3

# ---------- closed-shell determinant: redundant rotations ----------
occ, vir = slice(0, 2), slice(2, 4)
G_det = commutator_gradient(det, H_rand)
fock = (h_rand + 2 * np.einsum('pqjj->pq', g_rand[:, :, occ, occ])
        - np.einsum('pjjq->pq', g_rand[:, occ, occ, :]))
assert np.abs(G_det[occ, occ]).max() < 1e-11
assert np.abs(G_det[vir, vir]).max() < 1e-11
assert np.abs(G_det[vir, occ] + 2 * fock[occ, vir].T).max() < 1e-10
block = kappa.copy()
block[occ, vir] = 0.0
block[vir, occ] = 0.0
block_det = expm_multiply(-hat(block), det)
assert abs(abs(np.vdot(det, block_det)) - 1) < 1e-10

tangents = []
for p in range(n):
    directions = [1j * E[p, p]]
    for q in range(p):
        directions += [E[p, q] - E[q, p], 1j * (E[p, q] + E[q, p])]
    for X in directions:
        v = X @ det
        v = v - det * np.vdot(det, v)
        tangents.append(np.concatenate([v.real, v.imag]))
manifold_dim = np.linalg.matrix_rank(np.array(tangents), tol=1e-9)
assert manifold_dim == 2 * 2 * (n - 2)

# ---------- worked example: H2, 6-31G ----------
bond = 1.4
mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, bond)]], unit='Bohr',
            basis='6-31g', verbose=0)
S = mol.intor('int1e_ovlp')
h_ao = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
g_ao = mol.intor('int2e').reshape(n, n, n, n)
E_nuc = mol.energy_nuc()
core_levels, C = eigh(h_ao, S)
C = C * np.where(C[0] < 0, -1.0, 1.0)      # first coefficient positive
h = C.T @ h_ao @ C
g = np.einsum('ijkl,ip,jq,kr,ls->pqrs', g_ao, C, C, C, C, optimize=True)
H = hamiltonian(h, g)
start = closed_shell(cre, 1).real

f_virt = h[:, 0] + g[:, 0, 0, 0]
a = 1 + int(np.argmax(np.abs(f_virt[1:])))
others = [p for p in range(1, n) if p != a]
assert np.abs(f_virt[others]).max() < 1e-9

R = E[a, 0] - E[0, a]
RH = comm(R, H)
grad_comm = start @ RH @ start
grad_fock = -4 * f_virt[a]
grad_fd = slope(R, start, H)
assert abs(grad_comm - grad_fock) < 1e-10
assert abs(grad_comm - grad_fd) < 1e-6
curv_comm = start @ comm(R, RH) @ start
curv_int = (4 * (h[a, a] - h[0, 0]) - 4 * g[0, 0, 0, 0]
            + 4 * g[0, 0, a, a] + 8 * g[a, 0, a, 0])
assert abs(curv_comm - curv_int) < 1e-10


def energy_from_integrals(t):
    c, s = np.cos(t), np.sin(t)
    one = c**2 * h[0, 0] - 2 * c * s * h[a, 0] + s**2 * h[a, a]
    two = (c**4 * g[0, 0, 0, 0] - 4 * c**3 * s * g[a, 0, 0, 0]
           + c**2 * s**2 * (2 * g[0, 0, a, a] + 4 * g[a, 0, a, 0])
           - 4 * c * s**3 * g[a, 0, a, a] + s**4 * g[a, a, a, a])
    return 2 * one + two + E_nuc


def gradient_at(t):
    v = expm_multiply(-t * R, start)
    return v @ RH @ v


for t in (-0.7, 0.2, 1.1):
    fock_space_value = rotated_energy(t * R, start, H) + E_nuc
    assert abs(energy_from_integrals(t) - fock_space_value) < 1e-10
    fd = (energy_from_integrals(t + step)
          - energy_from_integrals(t - step)) / (2 * step)
    assert abs(fd - gradient_at(t)) < 1e-6

grid = np.linspace(-np.pi / 2, np.pi / 2, 361)
rough = grid[np.argmin(energy_from_integrals(grid))]
theta = brentq(gradient_at, rough - 0.05, rough + 0.05, xtol=1e-13)
theta_newton = -grad_comm / curv_comm
E_start = energy_from_integrals(0.0)
E_newton = energy_from_integrals(theta_newton)
E_min = energy_from_integrals(theta)

mf = scf.RHF(mol)
mf.conv_tol = 1e-13
E_rhf = mf.kernel()
assert abs(E_min - E_rhf) < 1e-8
kappa_min = np.zeros((n, n))
kappa_min[a, 0], kappa_min[0, a] = theta, -theta
U_min = expm(-kappa_min)
orbital_overlap = abs((C @ U_min)[:, 0] @ S @ mf.mo_coeff[:, 0])
assert abs(orbital_overlap - 1) < 1e-8

sector = np.where(electron_number == 2)[0]
levels, vectors = np.linalg.eigh(H[np.ix_(sector, sector)])
E_fci = levels[0] + E_nuc
assert abs(E_fci - fci.FCI(mf).kernel()[0]) < 1e-7
exact_state = np.zeros(dim)
exact_state[sector] = vectors[:, 0]
G_fci = np.abs(commutator_gradient(exact_state, H)).max()
assert G_fci < 1e-9

# ---------- printed numbers ----------
to_eV = physical_constants['Hartree energy in eV'][0]
print(f"spatial orbitals n = {n}, Fock-space dimension = {dim}")
print(f"largest error, commutation rules: {err_comm:.1e}")
print(f"largest error, creation-operator transformation: {err_transform:.1e}")
print("Random complex model, 4 electrons (model energy units):")
print(f"  largest error, gradient vs finite difference: {err_grad:.1e}")
print(f"  slope at finite kappa, finite difference: {slope_fd:.6f}")
print(f"  slope at finite kappa, corrected commutator: {slope_corrected:.6f}")
print(f"  slope at finite kappa, plain commutator: {slope_plain:.6f}")
print(f"real parameters of U(4): {len(tangents)}")
print(f"dimension of manifold, 2 doubly occupied of 4: {manifold_dim}")
print(f"H2, 6-31G, bond length = {bond:.1f} bohr")
print(f"  nuclear repulsion = {E_nuc:.6f} hartree")
print(f"  partner orbital a = number {a + 1} of {n}")
print(f"  h_11 = {h[0, 0]:.6f} hartree")
print(f"  h_a1 = {h[a, 0]:.6f} hartree")
print(f"  h_aa = {h[a, a]:.6f} hartree")
print(f"  (11|11) = {g[0, 0, 0, 0]:.6f} hartree")
print(f"  (a1|11) = {g[a, 0, 0, 0]:.6f} hartree")
print(f"  (11|aa) = {g[0, 0, a, a]:.6f} hartree")
print(f"  (a1|a1) = {g[a, 0, a, 0]:.6f} hartree")
print(f"  (a1|aa) = {g[a, 0, a, a]:.6f} hartree")
print(f"  (aa|aa) = {g[a, a, a, a]:.6f} hartree")
print(f"  Fock element f_a1 = {f_virt[a]:.6f} hartree")
print(f"  gradient, commutator = {grad_comm:.6f} hartree/rad")
print(f"  gradient, -4 f_a1 = {grad_fock:.6f} hartree/rad")
print(f"  gradient, finite difference = {grad_fd:.6f} hartree/rad")
print(f"  curvature, double commutator = {curv_comm:.6f} hartree/rad^2")
print(f"  Newton angle = {theta_newton:.6f} rad")
print(f"  angle of zero gradient = {theta:.6f} rad")
print(f"  [exp(-kappa)]_11 at that angle = {U_min[0, 0]:.6f}")
print(f"  [exp(-kappa)]_a1 at that angle = {U_min[a, 0]:.6f}")
print(f"  energy at start = {E_start:.6f} hartree")
print(f"  energy after Newton step = {E_newton:.6f} hartree")
print(f"  energy at zero gradient = {E_min:.6f} hartree")
print(f"  independent RHF energy = {E_rhf:.6f} hartree")
print(f"  lowering by rotation = {E_start - E_min:.6f} hartree")
print(f"  lowering by rotation = {(E_start - E_min) * to_eV:.4f} eV")
print(f"  full-CI energy, same basis = {E_fci:.6f} hartree")
print(f"  RHF minus full CI = {E_min - E_fci:.6f} hartree")
print(f"  largest |G_pq| in full-CI state = {G_fci:.1e} hartree")
print("every check passed")
```

It prints:

```
spatial orbitals n = 4, Fock-space dimension = 256
largest error, commutation rules: 0.0e+00
largest error, creation-operator transformation: 1.3e-15
Random complex model, 4 electrons (model energy units):
  largest error, gradient vs finite difference: 6.5e-09
  slope at finite kappa, finite difference: 1.088579
  slope at finite kappa, corrected commutator: 1.088579
  slope at finite kappa, plain commutator: 1.375659
real parameters of U(4): 16
dimension of manifold, 2 doubly occupied of 4: 8
H2, 6-31G, bond length = 1.4 bohr
  nuclear repulsion = 0.714286 hartree
  partner orbital a = number 3 of 4
  h_11 = -1.271058 hartree
  h_a1 = -0.000000 hartree
  h_aa = -0.153719 hartree
  (11|11) = 0.753681 hartree
  (a1|11) = 0.170065 hartree
  (11|aa) = 0.509711 hartree
  (a1|a1) = 0.087155 hartree
  (a1|aa) = 0.075920 hartree
  (aa|aa) = 0.404231 hartree
  Fock element f_a1 = 0.170065 hartree
  gradient, commutator = -0.680262 hartree/rad
  gradient, -4 f_a1 = -0.680262 hartree/rad
  gradient, finite difference = -0.680262 hartree/rad
  curvature, double commutator = 4.190715 hartree/rad^2
  Newton angle = 0.162326 rad
  angle of zero gradient = 0.151919 rad
  [exp(-kappa)]_11 at that angle = 0.988482
  [exp(-kappa)]_a1 at that angle = -0.151335
  energy at start = -1.074149 hartree
  energy after Newton step = -1.126490 hartree
  energy at zero gradient = -1.126743 hartree
  independent RHF energy = -1.126743 hartree
  lowering by rotation = 0.052593 hartree
  lowering by rotation = 1.4311 eV
  full-CI energy, same basis = -1.151679 hartree
  RHF minus full CI = 0.024936 hartree
  largest |G_pq| in full-CI state = 5.6e-16 hartree
every check passed
```
